# Why impurity scattering alone cannot damp uniform precession: a program that tests the result

```python
"""Result under test: spin-independent scattering cannot damp uniform
precession; at small wavevector q it gives the dimensionless damping
  alpha_q = (hbar v q)^2 gamma / [3 Delta (Delta^2 + gamma^2)],
and the amplitude decay rate is alpha_q times the mode frequency.
Delta: total spin splitting, gamma = hbar/tau: momentum relaxation
energy, v: Fermi speed. Modes vary as exp(-i omega t).
Lattice tests use hopping = 1, lattice spacing = 1 and hbar = 1."""
from functools import reduce
import numpy as np
from scipy.constants import hbar, e
from scipy.integrate import solve_ivp

# ---- Interacting, disordered open chain: exact many-body states ----
sites = 4
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
unit = np.eye(2)


def annihilator(mode):
    factors = [parity] * mode + [lower] + [unit] * (2 * sites - mode - 1)
    return reduce(np.kron, factors)


up = [annihilator(2 * j) for j in range(sites)]
down = [annihilator(2 * j + 1) for j in range(sites)]
n_up = [c.T @ c for c in up]
n_down = [c.T @ c for c in down]
density = [a + b for a, b in zip(n_up, n_down)]
spin_z = sum(a - b for a, b in zip(n_up, n_down)) / 2
spin_plus = sum(up[j].T @ down[j] for j in range(sites))
hopping = np.zeros_like(spin_z)
spin_orbit = np.zeros_like(spin_z)
for j in range(sites - 1):
    forward = up[j + 1].T @ up[j] + down[j + 1].T @ down[j]
    hopping -= forward + forward.T
    flip = up[j + 1].T @ down[j] - down[j + 1].T @ up[j]
    spin_orbit += flip + flip.T
site_energy = [0.9, -1.1, 0.4, -0.3]
repulsion, larmor, orbit_strength = 3.0, 0.5, 0.4
chain = hopping - larmor * spin_z
for j in range(sites):
    chain = chain + site_energy[j] * density[j]
    chain = chain + repulsion * n_up[j] @ n_down[j]

# The initial state is polarized along x and is not an eigenstate.
preparation = hopping - (spin_plus + spin_plus.T) - 0.5 * density[0]
initial = np.linalg.eigh(preparation)[1][:, 0]
times = np.linspace(0, 40, 161)


def evolve(hamiltonian):
    energy, vectors = np.linalg.eigh(hamiltonian)
    amplitudes = vectors.T @ initial
    phases = np.exp(-1j * np.outer(energy, times))
    return vectors @ (phases * amplitudes[:, None])


def expectation(operator, states):
    return np.sum(states.conj() * (operator @ states), axis=0)


states = evolve(chain)
precession = expectation(spin_plus, states)
expected = precession[0] * np.exp(-1j * larmor * times)
spin_error = np.max(np.abs(precession - expected))
occupations = np.array([expectation(n, states).real for n in density])
charge_change = np.max(np.abs(occupations - occupations[:, :1]))
with_orbit = expectation(spin_plus,
                         evolve(chain + orbit_strength * spin_orbit))
orbit_minimum = np.min(np.abs(with_orbit)) / abs(with_orbit[0])
assert abs(precession[0]) > 0.5
assert spin_error < 1e-10
assert charge_change > 0.05
assert orbit_minimum < 0.9

# Continuity equation, then thermal spectral weight off the Larmor line.
energy, vectors = np.linalg.eigh(chain)
thermal = np.exp(-(energy - energy[0]))
thermal /= thermal.sum()
detuning = energy[:, None] - energy[None, :] - larmor


def spin_wave_matrix(q):
    operator = sum(np.exp(-1j * q * j) * down[j].T @ up[j]
                   for j in range(sites))
    return vectors.T @ operator @ vectors


def off_larmor_weight(q):
    strength = np.abs(spin_wave_matrix(q))**2 * thermal[None, :]
    return strength[np.abs(detuning) > 1e-6].sum()


test_q = 0.7
current = -sum(np.exp(-1j * test_q * j)
               * (down[j + 1].T @ up[j] - down[j].T @ up[j + 1])
               for j in range(sites - 1))
current = vectors.T @ current @ vectors
continuity_error = np.max(np.abs(
    detuning * spin_wave_matrix(test_q)
    - (1 - np.exp(-1j * test_q)) * current))
weight_zero = off_larmor_weight(0.0)
weight_small = off_larmor_weight(0.02)
weight_double = off_larmor_weight(0.04)
weight_ratio = weight_double / weight_small
assert continuity_error < 1e-10
assert weight_zero < 1e-18
assert abs(weight_ratio - 4) < 0.02

# ---- Disordered cubic lattice: golden-rule sum against Drude form ----
length, disorder_width, samples = 8, 2.0, 16
volume = length**3
centre_window, smoothing = 0.75, 0.05
splittings = [0.4, 1.0]
rng = np.random.default_rng(12)
shift = np.roll(np.eye(length), 1, axis=0)
line_unit = np.eye(length)


def embed(matrix, axis):
    factors = [line_unit] * 3
    factors[axis] = matrix
    return reduce(np.kron, factors)


lattice_sum = np.zeros(len(splittings))
for sample in range(samples):
    potential = disorder_width * (rng.random(volume) - 0.5)
    orbital = np.diag(potential).astype(complex)
    velocities = []
    for axis in range(3):
        bond = np.exp(2j * np.pi * rng.random() / length) * shift
        orbital += embed(-(bond + bond.conj().T), axis)
        velocities.append(embed(-1j * (bond - bond.conj().T), axis))
    levels, orbitals = np.linalg.eigh(orbital)
    chosen = np.abs(levels) < 1.6
    levels, orbitals = levels[chosen], orbitals[:, chosen]
    velocity_squared = sum(
        np.abs(orbitals.conj().T @ (v @ orbitals))**2
        for v in velocities) / 3
    difference = levels[:, None] - levels[None, :]
    centre = (levels[:, None] + levels[None, :]) / 2
    inside = np.abs(centre) < centre_window
    for i, splitting in enumerate(splittings):
        delta = np.exp(-((difference - splitting) / smoothing)**2 / 2)
        delta /= smoothing * np.sqrt(2 * np.pi)
        total = np.sum(velocity_squared * delta * inside)
        lattice_sum[i] += (np.pi * total
                           / (volume * 2 * centre_window * samples))

k = 2 * np.pi * (np.arange(80) + 0.37) / 80
kx, ky, kz = np.meshgrid(k, k, k, indexing="ij")
band = -2 * (np.cos(kx) + np.cos(ky) + np.cos(kz))
near_centre = np.abs(band) < centre_window
state_density = near_centre.mean() / (2 * centre_window)
speed_squared = np.mean(4 * np.sin(kx[near_centre])**2)
lattice_gamma = 2 * np.pi * state_density * disorder_width**2 / 12
lattice_ratio = []
lattice_alpha = []
drude_alpha = []
for splitting, value in zip(splittings, lattice_sum):
    measured = value / (state_density * splitting)
    formula = (speed_squared * lattice_gamma
               / (splitting * (splitting**2 + lattice_gamma**2)))
    lattice_alpha.append(measured)
    drude_alpha.append(formula)
    lattice_ratio.append(measured / formula)
# Tolerance covers finite disorder, finite size and level smoothing.
assert max(abs(r - 1) for r in lattice_ratio) < 0.15

# ---- Kinetic equation of the ferromagnet; energies in eV, q in 1/nm ----
Delta = 0.5
fermi_speed = 1.0e6
gamma = 0.05
field_energy = 1.0e-4
exchange_range = 0.1
q_example = 0.1
spin_relaxation = 0.001
hbar_speed = hbar * fermi_speed / e * 1e9
nodes, weights = np.polynomial.legendre.leggauss(48)
average = np.outer(np.ones(48), weights / 2)
identity = np.eye(48)


def collective_mode(q, field, scattering, spin_loss=0.0):
    kappa = (1 - field / Delta) * (1 - (exchange_range * q)**2)
    rotation = np.diag(Delta + hbar_speed * q * nodes - 1j * spin_loss)
    operator = rotation @ (identity - kappa * average)
    operator = operator - 1j * scattering * (identity - average)
    eigenvalues = np.linalg.eigvals(operator)
    return eigenvalues[np.argmin(np.abs(eigenvalues))]


def alpha_formula(q, scattering):
    return ((hbar_speed * q)**2 * scattering
            / (3 * Delta * (Delta**2 + scattering**2)))


def bare_energy(q, field):
    return field + (Delta - field) * (exchange_range * q)**2


uniform_widths = []
for scattering in [0.01, 0.05, 0.5]:
    uniform = collective_mode(0.0, field_energy, scattering)
    uniform_widths.append(abs(uniform.imag))
    assert abs(uniform - field_energy) < 1e-12
    mode = collective_mode(q_example, field_energy, scattering)
    predicted = (alpha_formula(q_example, scattering)
                 * bare_energy(q_example, field_energy))
    assert abs(-mode.imag / predicted - 1) < 0.03


def width_power(q, field):
    first = -collective_mode(q, field, gamma).imag
    second = -collective_mode(2 * q, field, gamma).imag
    return np.log2(second / first)


power_field = width_power(0.01, field_energy)
power_gapless = width_power(0.04, 0.0)
assert abs(power_field - 2) < 0.05
assert abs(power_gapless - 4) < 0.05
peak_widths = [-collective_mode(q_example, field_energy, s).imag
               for s in [0.3, 0.5, 0.8]]
assert peak_widths[1] > max(peak_widths[0], peak_widths[2])

true_loss = collective_mode(0.0, field_energy, gamma, spin_relaxation)
alpha_true_loss = -true_loss.imag / true_loss.real
assert abs(alpha_true_loss / (spin_relaxation / Delta) - 1) < 1e-6
mistaken = collective_mode(0.0, field_energy, 0.0, gamma)
alpha_mistaken = -mistaken.imag / mistaken.real
assert abs(alpha_mistaken / (gamma / Delta) - 1) < 1e-6

# ---- Gilbert equation: alpha is decay rate over precession rate ----
gilbert_alpha = 0.01


def gilbert(time, m):
    torque = np.cross(m, [0.0, 0.0, 1.0])
    return (-(torque + gilbert_alpha * np.cross(m, torque))
            / (1 + gilbert_alpha**2))


tilt = 0.01
path = solve_ivp(gilbert, (0, 50), [np.sin(tilt), 0, np.cos(tilt)],
                 rtol=1e-10, atol=1e-13)
transverse = np.hypot(path.y[0], path.y[1])
gilbert_rate = np.log(transverse[0] / transverse[-1]) / 50
assert abs(gilbert_rate / gilbert_alpha - 1) < 1e-3

# ---- Numbers for the text ----
print("EXACT CHAIN (hopping = 1, hbar = 1)")
print(f"sites: {sites}; repulsion: {repulsion}; Larmor: {larmor}")
print(f"site energies: {site_energy}")
print(f"initial transverse spin: {abs(precession[0]):.4f} hbar")
print(f"largest error from Larmor law: {spin_error:.1e} hbar")
print(f"largest site-charge change: {charge_change:.3f} electrons")
print(f"spin-orbit hopping in control: {orbit_strength}")
print(f"control, minimum/initial spin: {orbit_minimum:.3f}")
print(f"continuity-equation error: {continuity_error:.1e}")
print(f"off-Larmor weight, q=0: {weight_zero:.1e}")
print(f"off-Larmor weight, q=0.02: {weight_small:.4e}")
print(f"off-Larmor weight, q=0.04: {weight_double:.4e}")
print(f"weight ratio on doubling q: {weight_ratio:.4f}")
print("DISORDERED CUBIC LATTICE (hopping = spacing = 1)")
print(f"sites: {volume}; samples: {samples}; width: {disorder_width}")
print(f"states per site, spin and energy: {state_density:.4f}")
print(f"mean squared velocity component: {speed_squared:.3f}")
print(f"Born momentum relaxation energy: {lattice_gamma:.3f}")
for i, splitting in enumerate(splittings):
    print(f"splitting {splitting}: alpha/q^2 from states "
          f"{lattice_alpha[i]:.3f}")
    print(f"  Drude form {drude_alpha[i]:.3f}, "
          f"ratio {lattice_ratio[i]:.3f}")
print("MODEL FERROMAGNET")
print(f"spin splitting: {Delta} eV")
print(f"Fermi speed: {fermi_speed:.1e} m/s")
print(f"momentum relaxation energy: {gamma} eV")
print(f"momentum relaxation time: {hbar / (gamma * e) * 1e15:.2f} fs")
print(f"field energy: {field_energy * 1e3:.3f} meV")
print(f"exchange range: {exchange_range} nm")
stiffness = (Delta - field_energy) * exchange_range**2 * 1e3
print(f"exchange stiffness: {stiffness:.3f} meV nm^2")
print(f"wavevector q: {q_example} 1/nm")
print(f"hbar v q: {hbar_speed * q_example:.5f} eV")
example = collective_mode(q_example, field_energy, gamma)
width = -example.imag
alpha_example = alpha_formula(q_example, gamma)
bare = bare_energy(q_example, field_energy)
print(f"alpha_q, formula: {alpha_example:.4e}")
print(f"bare mode energy: {bare * 1e3:.5f} meV")
print(f"mode energy, eigenvalue: {example.real * 1e3:.5f} meV")
print(f"decay energy, formula: {alpha_example * bare * 1e9:.2f} neV")
print(f"decay energy, eigenvalue: {width * 1e9:.2f} neV")
print(f"amplitude decay time: {hbar / (width * e) * 1e9:.2f} ns")
print(f"largest q=0 decay energy: {max(uniform_widths):.1e} eV")
print(f"width power of q, field gap: {power_field:.3f}")
print(f"width power of q, no gap: {power_gapless:.3f}")
for scattering in [0.01, 0.05, 0.5, 0.8]:
    print(f"gamma {scattering} eV: alpha_q "
          f"{alpha_formula(q_example, scattering):.3e}")
print(f"mistaken q=0 alpha: {alpha_mistaken:.4f}")
print(f"mistaken alpha / alpha_q: {alpha_mistaken/alpha_example:.1f}")
print(f"true spin-relaxation energy: {spin_relaxation} eV")
print(f"true spin-relaxation alpha: {alpha_true_loss:.4f}")
print(f"Gilbert test: alpha {gilbert_alpha}, rate {gilbert_rate:.6f}")
print("done: every assertion held")
```

Printed output:

```
EXACT CHAIN (hopping = 1, hbar = 1)
sites: 4; repulsion: 3.0; Larmor: 0.5
site energies: [0.9, -1.1, 0.4, -0.3]
initial transverse spin: 1.0000 hbar
largest error from Larmor law: 5.6e-14 hbar
largest site-charge change: 0.492 electrons
spin-orbit hopping in control: 0.4
control, minimum/initial spin: 0.073
continuity-equation error: 1.0e-14
off-Larmor weight, q=0: 3.4e-27
off-Larmor weight, q=0.02: 6.1526e-04
off-Larmor weight, q=0.04: 2.4597e-03
weight ratio on doubling q: 3.9978
DISORDERED CUBIC LATTICE (hopping = spacing = 1)
sites: 512; samples: 16; width: 2.0
states per site, spin and energy: 0.1428
mean squared velocity component: 2.309
Born momentum relaxation energy: 0.299
splitting 0.4: alpha/q^2 from states 7.218
  Drude form 6.921, ratio 1.043
splitting 1.0: alpha/q^2 from states 0.653
  Drude form 0.634, ratio 1.029
MODEL FERROMAGNET
spin splitting: 0.5 eV
Fermi speed: 1.0e+06 m/s
momentum relaxation energy: 0.05 eV
momentum relaxation time: 13.16 fs
field energy: 0.100 meV
exchange range: 0.1 nm
exchange stiffness: 4.999 meV nm^2
wavevector q: 0.1 1/nm
hbar v q: 0.06582 eV
alpha_q, formula: 5.7194e-04
bare mode energy: 0.14999 meV
mode energy, eigenvalue: 0.14913 meV
decay energy, formula: 85.78 neV
decay energy, eigenvalue: 87.02 neV
amplitude decay time: 7.56 ns
largest q=0 decay energy: 8.9e-18 eV
width power of q, field gap: 2.022
width power of q, no gap: 4.010
gamma 0.01 eV: alpha_q 1.155e-04
gamma 0.05 eV: alpha_q 5.719e-04
gamma 0.5 eV: alpha_q 2.888e-03
gamma 0.8 eV: alpha_q 2.596e-03
mistaken q=0 alpha: 0.1000
mistaken alpha / alpha_q: 174.8
true spin-relaxation energy: 0.001 eV
true spin-relaxation alpha: 0.0020
Gilbert test: alpha 0.01, rate 0.009999
done: every assertion held
```
